# Ewald summation of the $r^{-6}$ dispersion energy, forces and pressure, part 2

The dispersion energy of a three-dimensionally periodic system is found by Ewald summation, in Hartree atomic units (bohr, $E_h$). The cell has volume $V$, lattice vectors $\mathbf T$, reciprocal vectors $\mathbf k$ and $N$ sites at $\mathbf r_i$; $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and $C_{ij}=C_{ji}$ are constants, written $C$ for one species. The bare sum per cell, whose prime omits $i=j$ with $\mathbf T=0$, is

$$E=-\frac12\sum_{i,j=1}^{N}{\sum_{\mathbf T}}'\frac{C_{ij}}{|\mathbf r_{ij}+\mathbf T|^{6}} .\tag{1}$$

The part beyond $R$ is estimated as

$$E_{\rm tail}(R)=-\frac{2\pi}{3VR^3}\sum_{ij}C_{ij}.\tag{3}$$

For a one-site cell with $n(r)=4\pi r^3/3V+\delta(r)$ vectors $\mathbf T\ne0$ within $r$,

$$E_{\rm omitted}-E_{\rm tail}=\frac{C}{2}\frac{\delta(R)}{R^6}-3C\int_R^\infty\frac{\delta(r)}{r^7}\,dr .\tag{4}$$

The splitting parameter $\beta$ gives $a=\beta r$, $b=k/2\beta$ and $r^{-6}=\psi+\phi$, with $\psi=g(a)/r^6$ short-ranged and $\phi$ smooth. Here $g(a)=e^{-a^2}\Big(1+a^2+\frac{a^4}{2}\Big)$, $h(a)=e^{-a^2}\Big(1+a^2+\frac{a^4}{2}+\frac{a^6}{6}\Big)$, and the transform $\hat\phi(k)=\pi^{3/2}\beta^3f(b)$ has $k^3$ coefficient $\pi^2/12$, with

$$f(b)=\frac13\Big[(1-2b^2)e^{-b^2}+2\sqrt\pi\,b^3\operatorname{erfc}b\Big].\tag{10}$$

$$\sum_{\mathbf T}\phi(|\mathbf x+\mathbf T|)=\frac{\pi^{3/2}\beta^3}{V}\sum_{\mathbf k}f(b)\cos(\mathbf k\cdot\mathbf x),\tag{14}$$

The energy is $E=E_{\rm real}+E_{\rm rec}+E_0+E_{\rm self}$:

$$E_{\rm real}=-\frac12\sum_{ij}{\sum_{\mathbf T}}'C_{ij}\frac{g(\beta r)}{r^6},\qquad r=|\mathbf r_{ij}+\mathbf T|,\tag{15a}$$

$$E_{\rm rec}=-\frac{\pi^{3/2}\beta^3}{2V}\sum_{\mathbf k\ne0}f\Big(\frac{k}{2\beta}\Big)W(\mathbf k),\qquad W(\mathbf k)=\sum_{ij}C_{ij}\cos(\mathbf k\cdot\mathbf r_{ij}),\tag{15b}$$

$$E_0=-\frac{\pi^{3/2}\beta^3}{6V}\sum_{ij}C_{ij},\qquad E_{\rm self}=+\frac{\beta^6}{12}\sum_iC_{ii}.\tag{15c}$$

With $S_\sigma(\mathbf k)=\sum_{j\in\sigma}e^{i\mathbf k\cdot\mathbf r_j}$ and $C_{\sigma\tau}=\sum_m\lambda_mU_{\sigma m}U_{\tau m}$ for species $\sigma,\tau$,

$$W(\mathbf k)=\sum_m\lambda_m\Big|\sum_\sigma U_{\sigma m}S_\sigma(\mathbf k)\Big|^2 .\tag{16}$$

If all $\lambda_m\ge0$ and $C_{ij}\ge0$, a truncated sum lies above the exact energy. The force on site $l$ and the static pressure, for which $PV=2E$ exactly, are

$$\mathbf F_l=-6\sum_{j\neq l}\sum_{\mathbf T}C_{lj}\,h(\beta r)\frac{\mathbf r}{r^8}-\frac{\pi^{3/2}\beta^3}{V}\sum_{\mathbf k\ne0}\mathbf k\,f(b)\sum_jC_{lj}\sin(\mathbf k\cdot\mathbf r_{lj}).\tag{18}$$

$$PV=-\sum_{ij}{\sum_{\mathbf T}}'C_{ij}\frac{h(\beta r)}{r^6}-\frac{\pi^{3/2}\beta^3}{2V}\sum_{\mathbf k\ne0}\Big(f+\frac{bf'}{3}\Big)W+E_0 .\tag{19}$$

Reciprocal vectors with $b^2\ge\frac32$ and $W>0$ contribute positive pressure. The sums are cut at $a\le p$ and $b\le p$, so $R_c=p/\beta$ and $k_c=2\beta p$. With $t(\beta,p)=\int_{R_c}^\infty4\pi r^2\psi\,dr$, the errors (truncated minus exact) are

$$t(\beta,p)=4\pi\beta^3\Big[e^{-p^2}\Big(\frac1{3p^3}+\frac1{3p}\Big)-\frac{\sqrt\pi}{12}\operatorname{erfc}p\Big],\qquad \Delta E_{\rm real}\approx\frac{t}{2V}\sum_{ij}C_{ij}.\tag{20}$$

and, for a one-site cell,

$$\Delta E_{\rm rec}\approx\frac{2\beta^6C}{\sqrt\pi}\int_p^\infty b^2f(b)\,db\;\le\;\frac{C\beta^6}{2}\operatorname{erfc}p .\tag{21}$$

For one species (21) holds per site if $|S|^2/N$ averages to one just beyond $k_c$. Both errors come mainly from a layer of width $1/2p$ in $a$ or $b$ beyond the cutoff.

### Choice of $\beta$, cost and rounding

In the continuum count the real-space sum has $N\cdot\frac NV\frac{4\pi}{3}R_c^3$ terms. There are $\frac{V}{8\pi^3}\frac{4\pi}{3}k_c^3$ reciprocal vectors, each requiring $N$ phase factors. If one term of either kind counts as one unit of work, then with $y=V\beta^3$

$$\mathcal N=\frac{4\pi p^3}{3}\Big(\frac{N^2}{y}+\frac{Ny}{\pi^3}\Big).$$

Setting $d\mathcal N/dy=0$ gives $y^2=\pi^3N$, where the two parts are equal:

$$\beta_0=\sqrt\pi\Big(\frac{N}{V^2}\Big)^{1/6},\qquad \mathcal N_{\min}=\frac{8p^3}{3\sqrt\pi}N^{3/2}.\tag{22}$$

The minimum is taken at fixed $p$, which fixes the accuracy only up to the prefactors in (20) and (21). For one species and $|S|^2/N\approx1$ the leading forms of the two errors per cell are $N^2C\pi\beta^3e^{-p^2}/2Vp$ and $NC\beta^6e^{-p^2}/2\sqrt\pi p$, with ratio $N\pi^{3/2}/V\beta^3=\sqrt N$ at $\beta_0$; these leading forms are equal for a one-site cell. The next order multiplies the real-space form by $1+3/2p^2$ and the reciprocal form by $1-3/p^2$, so the ratio carries a further factor of about $1+9/2p^2$, which is $1.5$ at $p=3$. If the two kinds of term differ in cost by a factor, $\beta_0$ changes by the sixth root of that factor. The count $\mathcal N$ covers retained terms. The running time follows it only if neighbours within $R_c$ are found without examining all pairs, for example by sorting the sites into subcells.

Rounding enters in two places. In (10) at large $b$ the two terms of size $\frac23b^2e^{-b^2}$ cancel to leave $e^{-b^2}/2b^2$, so the relative rounding error of $f$ is of order $b^4$ times the machine precision if the rounding of $b^2$ affects $e^{-b^2}$ and $\operatorname{erfc}b$ alike, and can reach order $b^6$ if it does not. The absolute error is then at most of order $b^4e^{-b^2}$ times the machine precision and stays negligible in the sum. In the total, $E_{\rm self}\propto\beta^6$ must cancel against $E_{\rm rec}+E_0$, so about $\log_{10}(E_{\rm self}/|E|)$ digits are lost when $\beta$ is large.

The algorithm is as follows.

1. Set $\beta=\beta_0$ from (22), choose $p$ from (20) and (21) with a margin for shell structure, and set $R_c=p/\beta$, $k_c=2\beta p$.
2. List the $\mathbf T$ with $|\mathbf T|\le R_c+\max|\mathbf r_{ij}|$, which by the triangle inequality contains every vector needed. Accumulate (15a) and the first sums of (18) and (19) over $0<r\le R_c$.
3. List the $\mathbf k$ with $0<k\le k_c$, form $S_\sigma(\mathbf k)$ and $W$ from (16), and accumulate (15b) and the second sums of (18) and (19).
4. Add $E_0$ and $E_{\rm self}$ to the energy and $E_0$ to $PV$.
5. Check by repeating at another $\beta$ and by comparing $PV$ with $2E$.

### An independent reference

The examples are compared with the bare sum, evaluated without any splitting. Let $\mathbf T=\sum_\alpha n_\alpha\mathbf A_\alpha$ and sum $F(\mathbf n)=|\mathbf x+\mathbf T|^{-6}$ over $|n_\alpha|\le M$. A Taylor expansion about the centre of the unit cube at $\mathbf n$ gives $\int_{\rm cube}F=F(\mathbf n)+\frac1{24}\nabla^2F(\mathbf n)+\dots$ with even derivatives only, and the inversion of this relation is $F(\mathbf n)=\int_{\rm cube}(F-\frac1{24}\nabla^2F+\dots)$. The omitted cubes fill the exterior of a cube of half-side $L=M+\frac12$. Expanding also in $\mathbf x$ makes the integrand a series of homogeneous functions of $\mathbf n$ of degree $-6,-7,-8,\dots$. Those of odd degree are odd under inversion and integrate to zero, and one of degree $-6-2m$ integrates to a multiple of $L^{-3-2m}$. The remainder thus has an asymptotic series in $L^{-3},L^{-5},\dots$, and partial sums at six values of $M$ determine the limit with the powers up to $L^{-11}$ eliminated.

### Worked examples

All parameters are round model values. The long strings of digits serve to compare two numerical routes to the same model quantity. The program and its output follow this text.

**A. Face-centred cubic lattice.** The cubic edge is 10 bohr and $C=100\ E_h\,\mathrm{bohr}^6$, so the one-site cell has $V=250\ \mathrm{bohr}^3$, the nearest-neighbour distance is $d=7.071068$ bohr, and $\beta_0=\sqrt\pi/250^{1/3}=0.281360\ \mathrm{bohr}^{-1}$. For $N=1$, $\beta_0^3=\pi^{3/2}/V$, and (15c) becomes

$$E_0=-\frac{\pi^3C}{6V^2}=-\frac{100\,\pi^3}{6\cdot250^2}=-8.268340\times10^{-3}\ E_h,\qquad E_{\rm self}=\frac{\pi^3C}{12V^2}=-\frac{E_0}{2}=4.134170\times10^{-3}\ E_h .$$

The 12 nearest neighbours have $a=\beta_0d=1.989512$ (with $\beta_0$ unrounded) and $g=0.244298$, and with $d^2=50\ \mathrm{bohr}^2$ they give $-\frac12\cdot12\cdot100\cdot0.244298/50^3=-1.17263\times10^{-3}\ E_h$. The 8 shortest reciprocal vectors have $k=2\pi\sqrt3/10=1.088280\ \mathrm{bohr}^{-1}$, $b=1.933966$ and $f=2.010910\times10^{-3}$, and give $-\frac{\pi^3}{2\cdot250^2}\cdot8\cdot100\cdot2.010910\times10^{-3}=-3.990453\times10^{-4}\ E_h$. The sums converged with $p=6.5$ are, in $E_h$:

| term | $\beta_0/2$ | $\beta_0$ | $2\beta_0$ |
|---|---|---|---|
| $E_{\rm real}$ | $-4.812622\times10^{-3}$ | $-1.177245\times10^{-3}$ | $-9.08\times10^{-8}$ |
| $E_{\rm rec}$ | $-2.29\times10^{-10}$ | $-4.701533\times10^{-4}$ | $-2.042216\times10^{-1}$ |
| $E_0$ | $-1.033543\times10^{-3}$ | $-8.268340\times10^{-3}$ | $-6.614672\times10^{-2}$ |
| $E_{\rm self}$ | $6.459641\times10^{-5}$ | $4.134170\times10^{-3}$ | $2.645869\times10^{-1}$ |

Each column adds to $E=-5.78156841750\times10^{-3}\ E_h$; the middle one reads $(-1.177245-0.470153-8.268340+4.134170)\times10^{-3}=-5.781568\times10^{-3}$. Each doubling of $\beta$ multiplies $E_0$ by 8 and $E_{\rm self}$ by 64. At $2\beta_0$ the self term is about 46 times $|E|$, a loss of less than two digits. The extrapolated bare sum is $-5.78156841749\times10^{-3}\ E_h$, which differs from the Ewald value at $\beta_0$ by $2\times10^{-12}$ relative to $|E|$; the program asserts agreement to $10^{-9}$ at all three $\beta$. The energy is $-0.1573$ eV per site, and the lattice sum is $\sum'(d/r)^6=-2Ed^6/C=14.453921$. Without $E_0$ the three totals are $-4.748\times10^{-3}$, $+2.487\times10^{-3}$ and $+6.037\times10^{-2}\ E_h$, so at $\beta_0$ even the sign is wrong.

The pressure terms of (19) at $\beta_0$ are $-1.707564\times10^{-5}$ (real), $+0.389646\times10^{-5}$ (reciprocal) and $E_0/V=-3.307336\times10^{-5}\ E_h/\mathrm{bohr}^3$. Their sum, $-4.62525\times10^{-5}\ E_h/\mathrm{bohr}^3$ or $-1.36$ GPa, equals $2E/V$ from the bare sum. The reciprocal term is positive because even the shortest vector has $b^2=1.933966^2>\frac32$. The total is negative because the model contains attraction only.

The truncation error at $\beta_0$ is measured against the Ewald sum with $p=6.5$; the estimate is (20) plus the right-hand side of (21). Lengths are in bohr and energies in $E_h$.

| $p$ | $R_c$ | $k_c$ | $n_T$, $n_k$ | error | estimate |
|---|---|---|---|---|---|
| 2 | 7.108 | 1.1254 | 12, 8 | $7.57\times10^{-5}$ | $2.91\times10^{-4}$ |
| 3 | 10.663 | 1.6882 | 18, 14 | $7.94\times10^{-7}$ | $1.22\times10^{-6}$ |
| 4 | 14.217 | 2.2509 | 54, 58 | $5.05\times10^{-11}$ | $8.13\times10^{-10}$ |
| 5 | 17.771 | 2.8136 | 86, 112 | $2.24\times10^{-14}$ | $7.93\times10^{-14}$ |

The errors are positive, as the sign argument after (16) requires. At $p=2$ only the two shells computed above are kept, and the error can be read off: $(1.177245-1.172633)\times10^{-3}+(4.701533-3.990453)\times10^{-4}=7.57\times10^{-5}\ E_h$, almost all of it reciprocal. The ratio of error to estimate ranges from 0.06 to 0.65. That it stays below one in these four cases reflects where the cutoffs fall and is not guaranteed; the program asserts only that the error is positive and below ten times the estimate. The lowest ratio occurs at $p=4$, where the next shells of both kinds lie far beyond the cutoffs. The 54 retained lattice vectors end at $2d$ and the next shell lies at $d\sqrt5$, where $a=1.989512\sqrt5=4.45$. The 58 retained reciprocal vectors end at twice the shortest one, and the next shell has $k=2\pi\cdot4/10$, where $b=1.933966\sqrt{16/3}=4.47$. Both lie more than three layer widths $1/2p$ beyond $p$. At $p=5$ both layers are empty as well, but the next lattice shell, 48 vectors at $d\sqrt7$ with $a=5.26$, is only 2.6 widths away, and the ratio is higher. At $p=5$ the error is $4\times10^{-12}$ relative to $|E|$, comparable to the difference between the Ewald and bare references.

Plain truncation with the same 86 vectors omits $-1.5940\times10^{-4}\ E_h$, or 2.8% of $|E|$. The tail (3) is $-2\pi\cdot100/(3\cdot250\cdot17.771^3)=-1.493\times10^{-4}\ E_h$, leaving $-1.0\times10^{-5}\ E_h$, or 0.2% of $|E|$. The continuum count $4\pi R^3/3V$ is 94, so $\delta=-8$, and the first term of (4) is $-50\cdot8/17.771^6=-1.3\times10^{-5}\ E_h$, of the right sign and size. At $R=101$ bohr, 17356 vectors omit $-8.0872\times10^{-7}\ E_h$ against a tail of $-8.1312\times10^{-7}\ E_h$. The continuum count is 17263, so $\delta=+93$, and $50\cdot93/101^6=4.4\times10^{-9}\ E_h$ matches the difference.

The same crystal described by cubic cells of 4, 32 and 256 sites at $p=4$ gives $E/N=-5.78156816$, $-5.78156823$ and $-5.78156839\times10^{-3}\ E_h$, within $5\times10^{-8}$ of the reference relative to $|E|$. The enumerated term counts, real plus reciprocal, are $344+368$, $7936+8192$ and $196096+192000$, nearly balanced as (22) predicts. Between the last two cells the exponent is $\ln(388096/16128)/\ln8=1.530$, against $\frac32$ for the continuum count. The program also asserts that for 32 sites the count rises when $\beta$ is moved to $0.7\beta_0$ or $1.4\beta_0$. In the largest cell $k_c=8\times0.11166=0.893\ \mathrm{bohr}^{-1}$ lies below $1.088280\ \mathrm{bohr}^{-1}$. The structure factor of a perfect crystal vanishes except on the reciprocal lattice of its one-site cell, so every retained $W$ is zero there, a case in which $|S|^2/N\approx1$ fails.

**B. Two species in a triclinic cell.** The cell vectors are $(11,0,0)$, $(2,10,0)$ and $(1,3,12)$ bohr, with $V=1320\ \mathrm{bohr}^3$. Site A is at the origin and two sites B are at $(5.5,2,5)$ and $(3.5,8,8.5)$ bohr. The coefficients are $C_{AA}=50$, $C_{AB}=90$ and $C_{BB}=200\ E_h\,\mathrm{bohr}^6$. Since $90^2\ne50\cdot200$ the matrix has rank two, with eigenvalues 7.84625 and 242.15375, and (16) has two terms. The ordered pairs give $\sum_{ij}C_{ij}=50+4\cdot90+4\cdot200=1210$ and $\sum_iC_{ii}=50+2\cdot200=450$. With $\beta_0=0.194046\ \mathrm{bohr}^{-1}$,

$$E_0=-\frac{\pi^{3/2}(0.194046)^3\,1210}{6\cdot1320}=-6.2158\times10^{-3}\ E_h,\qquad E_{\rm self}=\frac{(0.194046)^6\,450}{12}=2.0020\times10^{-3}\ E_h .$$

Adding $E_{\rm real}=-6.295573\times10^{-3}$ and $E_{\rm rec}=-3.123904\times10^{-4}\ E_h$ gives $E=-1.08218007859\times10^{-2}\ E_h$, or $-0.2945$ eV per cell, and the bare sum agrees in all printed digits. The force on A from (18) is $(5.587334,\,-5.118686,\,-11.14394)\times10^{-4}\ E_h/\mathrm{bohr}$; central differences of the bare sum reproduce it except for one unit in the last digit of the second component. The pressure from (19) and $2E/V$ are both $-1.63966679\times10^{-5}\ E_h/\mathrm{bohr}^3$. Equation (14) is tested on its own in this cell: at $\mathbf x=(1.3,-2.1,0.7)$ bohr both sides are $1.222722229\times10^{-5}\ \mathrm{bohr}^{-6}$.

**C. A disordered configuration.** Sixteen sites with $C=100\ E_h\,\mathrm{bohr}^6$ are placed at random in a cube of side 20 bohr, no two closer than 6.5 bohr, and $\beta_0=0.140680\ \mathrm{bohr}^{-1}$. The terms are $E_{\rm real}=-2.6845883\times10^{-2}$, $E_{\rm rec}=-6.81\times10^{-5}$, $E_0=-8.2683404\times10^{-3}$ and $E_{\rm self}=1.0335426\times10^{-3}\ E_h$. The value of $E_0$ repeats that of example A by an arithmetic coincidence: at $\beta_0$, $E_0=-\pi^3CN^{5/2}/6V^2$, and $16^{5/2}/(20^3)^2=1/250^2$. The total is $-3.4148757\times10^{-2}\ E_h$, or $-0.0581$ eV per particle, equal to the bare sum in all printed digits.

A plain cutoff at half the box side gives $-2.729468\times10^{-2}\ E_h$, in error by 20% of $|E|$. The uniform tail (3) is $-2\pi\cdot16^2\cdot100/(3\cdot20^3\cdot10^3)=-6.702064\times10^{-3}\ E_h$, and the corrected value $-3.399674\times10^{-2}\ E_h$ is in error by 0.45% of $|E|$. The tail correction and $E_0$ rest on the same uniform distribution of partners, applied to different kernels. Splitting $\int\phi\,d^3r$ at $R$ and writing $\phi=r^{-6}-\psi$ outside gives $\hat\phi(0)=\int_{r<R}\phi\,d^3r+4\pi/3R^3-t(\beta,\beta R)$, so $E_0$ contains the whole of $E_{\rm tail}(R)$ once $\beta R$ is large. At the cutoff used here $\beta_0R=1.41$ is not large, and by (20) the smooth kernel carries only 65% of the tail. The tail correction assumes uniformity beyond $R$, whereas (15) assumes nothing, because $E_{\rm rec}$ and $E_{\rm real}$ restore the actual arrangement of the periodic system. The 0.45% refers to this one configuration; the program asserts only that the tail reduces the error, and in a cell with an interface the density at distances comparable with the cell size can be far from the cell average, so that (3) is not justified for a cutoff of that length. For $R$ much larger than the cell the periodic images restore the average density.

## Numbers as computed

```
|k|^3 coefficient of transform = 0.82246703 (dimensionless)
A fcc: edge=10.0 bohr, C6=100.0 Eh bohr^6, V=250.0 bohr^3, d=7.071068 bohr
A beta0 = 0.281360 1/bohr; reference cutoff parameter p = 6.5
A beta=0.140680 1/bohr: real -4.812622043e-03  rec -2.285546725e-10 Eh
   k=0 -1.033542556e-03  self 6.459640975e-05  total -5.78156841750e-03 Eh
A beta=0.281360 1/bohr: real -1.177244865e-03  rec -4.701533280e-04 Eh
   k=0 -8.268340448e-03  self 4.134170224e-03  total -5.78156841750e-03 Eh
A beta=0.562719 1/bohr: real -9.078614811e-08  rec -2.042216484e-01 Eh
   k=0 -6.614672358e-02  self 2.645868943e-01  total -5.78156841750e-03 Eh
A totals without k=0 term: -4.74803e-03 2.48677e-03 6.03652e-02 Eh
A direct extrapolated E = -5.78156841749e-03 Eh, rel. diff 2.0e-12
A E = -0.157324 eV/atom; lattice sum sum'(d/r)^6 = 14.45392104
A first shell (12 at d): a=1.989512, g=0.244298, E=-1.172633e-03 Eh
A first k shell (8): k=1.088280 1/bohr, b=1.933966, f=2.010910e-03, E=-3.990453e-04 Eh
A P real -1.707564e-05 rec 3.896456e-06 k=0 -3.307336e-05 Eh/bohr^3
A P = -4.62525473e-05, 2E/V = -4.62525473e-05 Eh/bohr^3; P = -1.36080 GPa
A p=2.0: Rc=7.108 bohr, kc=1.1254 1/bohr, nT=12, nk=8, err=7.57e-05, est=2.91e-04 Eh
A p=3.0: Rc=10.663 bohr, kc=1.6882 1/bohr, nT=18, nk=14, err=7.94e-07, est=1.22e-06 Eh
A p=4.0: Rc=14.217 bohr, kc=2.2509 1/bohr, nT=54, nk=58, err=5.05e-11, est=8.13e-10 Eh
A p=5.0: Rc=17.771 bohr, kc=2.8136 1/bohr, nT=86, nk=112, err=2.24e-14, est=7.93e-14 Eh
A plain cutoff R=17.771 bohr: n=86, missing -1.5940e-04, tail -1.4928e-04 Eh
A plain cutoff R=101.000 bohr: n=17356, missing -8.0872e-07, tail -8.1312e-07 Eh
A cell N=4, p=4: beta0=0.22332 1/bohr, E/N=-5.78156816e-03 Eh, terms 344+368
A cell N=32, p=4: beta0=0.15791 1/bohr, E/N=-5.78156823e-03 Eh, terms 7936+8192
A cell N=256, p=4: beta0=0.11166 1/bohr, E/N=-5.78156839e-03 Eh, terms 196096+192000
A enumerated cost exponent N=32->256: 1.530
B cell rows [[11.0, 0.0, 0.0], [2.0, 10.0, 0.0], [1.0, 3.0, 12.0]] bohr, V=1320.0 bohr^3
B sites A,B,B [[0.0, 0.0, 0.0], [5.5, 2.0, 5.0], [3.5, 8.0, 8.5]] bohr
B C_AA,C_AB,C_BB = 50.0,90.0,200.0 Eh bohr^6; eigenvalues 7.84625 242.15375
B beta0=0.194046 1/bohr: real -6.295572800e-03  rec -3.123904070e-04 Eh
   k=0 -6.215792426e-03  self 2.001954848e-03  total -1.08218007859e-02 Eh
B direct E = -1.08218007859e-02 Eh; E = -0.294476 eV/cell
B force on A, Ewald: 5.587334e-04 -5.118686e-04 -1.114394e-03 Eh/bohr
B force on A, finite diff.: 5.587334e-04 -5.118687e-04 -1.114394e-03 Eh/bohr
B P = -1.63966679e-05, 2E/V = -1.63966679e-05 Eh/bohr^3
B sum_T phi(x+T), x=[1.3, -2.1, 0.7] bohr: direct 1.222722229e-05, Fourier 1.222722229e-05 bohr^-6
k tail/C at p=3, beta0 of A: sum 4.4597e-09, integral 4.4383e-09, bound 5.4796e-09 bohr^-6
C N=16, L=20.0 bohr, min distance 6.5 bohr, C6=100.0 Eh bohr^6, beta0=0.140680 1/bohr
C real -2.6845883e-02 rec -6.8076578e-05 k=0 -8.2683404e-03 self 1.0335426e-03 Eh
C Ewald E = -3.4148757303e-02, direct E = -3.4148757303e-02 Eh; -0.058077 eV/particle
C cutoff L/2: E = -2.729468e-02 Eh, uniform tail = -6.702064e-03 Eh
C rel. error: cutoff 0.2007, cutoff+tail 0.0045
```
